# Band Offsets from Bulk Edges and the Macroscopic Potential Lineup

**Q:** Crystal A fills $z<0$ and crystal B fills $z>0$. I can compute the valence edge of each in a separate bulk calculation. Why can't I subtract the two energies and call the result the valence band offset?

**A:** Each bulk calculation has its own zero of energy. In an infinite periodic crystal, adding a constant to the potential changes neither the charge density nor the wavefunctions, so the constant is a convention. Two such constants do not cancel in a subtraction. The junction has one potential running through both materials, and it fixes how the two zeros stand to each other.

**Q:** Then you need the whole junction, and the bulk calculations are useless.

**A:** They still supply most of the information. Let $V(\mathbf r)$ be the electrostatic potential energy of an electron in the junction, with charge $-e$, so that $V=-e\phi$. I work in a mean-field picture, with one-electron operator

$$H=-\frac{\hbar^2}{2m}\nabla^2+V+W ,$$

where $W$ collects everything non-electrostatic, such as exchange and correlation. I assume that $W$ deep inside a crystal is fixed by the local surroundings, as it is for a local or semilocal density functional.

Let $V_X$ be the potential from the bulk calculation of crystal $X$ ($X=$ A or B), done at the strain that $X$ has in the junction. Deep inside $X$ the charge density is the bulk one. Poisson's equation therefore gives $\nabla^2(V-V_X)=0$ there.

**Q:** A vanishing Laplacian does not make the difference constant.

**A:** It nearly does. Take the junction to be periodic in its plane and expand $V-V_X$ in in-plane waves of wavevector $\mathbf G$. For $\mathbf G\neq0$ the coefficient obeys $f''=|\mathbf G|^2f$, with solutions $e^{\pm|\mathbf G|z}$. The solution that grows into the crystal is excluded because the potential stays bounded, and the other dies out away from the interface. For $\mathbf G=0$ we have $f''=0$, so $f$ is a constant plus a term linear in $z$. The linear term is a macroscopic electric field, which I take to be zero for now. Deep in $X$, then,

$$V=V_X+C_X,\qquad H=H_X+C_X .$$

**Q:** And $C_X$ is still unknown.

**A:** It is, but it moves two quantities by the same amount. Let $E_X$ be the band edge of $H_X$ and $\langle V_X\rangle$ the cell mean of the bulk potential. In the junction, the local edge and the local mean are

$$E^X=E_X+C_X,\qquad M_X=\langle V_X\rangle+C_X .$$

Subtracting them removes $C_X$:

$$E^X-M_X=E_X-\langle V_X\rangle\equiv\varepsilon_X .$$

The number $\varepsilon_X$ comes from the bulk calculation alone, and its arbitrary zero has dropped out. Writing $E^X=\varepsilon_X+M_X$ for both sides and subtracting gives

$$\boxed{E^B-E^A=(\varepsilon_B-\varepsilon_A)+\Delta V,\qquad \Delta V=M_B-M_A .}$$

The first term is the bulk band term and the second is the lineup. A constant shifts the whole spectrum, so the same $\Delta V$ serves valence and conduction edges.

**Q:** You have moved the difficulty into $M_X$. The potential in a junction swings by electronvolts from one atomic plane to the next. How do I read a mean from it?

**A:** First average over the plane. With $S$ the area of the common in-plane cell,

$$v(z)=\frac1S\int_S V(x,y,z)\,dx\,dy .$$

Deep in A, $v$ has a period $a$ along the normal; deep in B it has a period $b$. The mean of $v$ over one period is the cell mean $M_X$. Next take a running average over a window of length $p$:

$$(\mathcal M_pv)(z)=\frac1p\int_{-p/2}^{p/2}v(z+s)\,ds .$$

Its action on a wave shows what it removes:

$$\mathcal M_p e^{ikz}=e^{ikz}\,\frac{e^{ikp/2}-e^{-ikp/2}}{ikp}=e^{ikz}\,\frac{\sin(kp/2)}{kp/2}.$$

The factor tends to 1 as $k\to0$. It vanishes at $k=2\pi n/p$ for every nonzero integer $n$, because the sine is then $\sin(n\pi)$.

**Q:** So a window of length $a$ cleans up A. In B it has the wrong length.

**A:** Yes. Deep in B, $v(z)=\sum_n v_ne^{2\pi inz/b}$, and the window $a$ gives

$$\mathcal M_av=\sum_n v_n\,\frac{\sin(\pi na/b)}{\pi na/b}\,e^{2\pi inz/b},$$

where the factor for $n=0$ is 1. The oscillation is reduced but generally survives. If $a$ is a whole multiple of $b$, every sine with $n\neq0$ vanishes and one window is enough. Likewise, if $b$ is a whole multiple of $a$, the window $b$ alone is enough. In general apply both windows and define

$$\bar{\bar v}=\mathcal M_b\mathcal M_a v .$$

A wave is now multiplied by

$$F(k)=\frac{\sin(ka/2)}{ka/2}\;\frac{\sin(kb/2)}{kb/2}.$$

At the wavevectors $2\pi n/a$ of crystal A the first factor is zero. At the wavevectors $2\pi n/b$ of crystal B the second is zero. At $k=0$ the product is 1. Hence each periodic side is reduced to its own mean: $\bar{\bar v}=M_A$ deep in A and $\bar{\bar v}=M_B$ deep in B.

**Q:** That argument uses waves that extend forever. The junction has an interface in the middle.

**A:** The filter has finite reach, so it cannot tell the difference once it lies wholly inside a periodic region. Written as one double integral,

$$\bar{\bar v}(z)=\frac1{ab}\int_{-a/2}^{a/2}\!ds\int_{-b/2}^{b/2}\!dt\;v(z+s+t)=\int K(u)\,v(z+u)\,du ,$$

with $u=s+t$. The kernel $K(u)$ is $1/(ab)$ times the length over which the interval $[-a/2,a/2]$ overlaps an interval of length $b$ centred at $u$. Three properties follow.

- $K$ vanishes for $|u|>(a+b)/2$, since $|s+t|$ cannot exceed that value.
- $\int K\,du=1$, since the double integral of 1 is $ab$.
- $K(-u)=K(u)$, since both windows are symmetric.

If the potential is periodic beyond a distance $x$ from the interface, $\bar{\bar v}$ is flat beyond $x+(a+b)/2$. A layer between two interfaces, each disturbing it to depth $x$, must therefore be thicker than $2x+a+b$ for this argument to guarantee a plateau.

**Q:** The smooth curve across the interface then depends on the filter. Is it physical?

**A:** Its shape there is partly a product of the filter, and I attach no meaning to its details. The difference of the plateaus is $M_B-M_A$, which does not depend on how the means were extracted.

The window lengths do matter. Suppose the true period deep in A is $a(1+\delta)$ with small $\delta$. The window $a$ multiplies the fundamental by

$$\frac{\sin[\pi/(1+\delta)]}{\pi/(1+\delta)}\approx\frac{\sin(\pi-\pi\delta)}{\pi}\approx\delta ,$$

to first order in $\delta$. A period wrong by one percent lets about one percent of the fundamental through that window.

**Q:** I accept the filter. What physically produces the lineup?

**A:** Charge. Poisson's equation is $\nabla^2\phi=-\rho/\varepsilon_0$. Multiplying by $-e$ and averaging over the plane removes the in-plane derivatives, because they integrate to zero over a period. With $\rho(z)$ now the planar-averaged charge density,

$$v''=\frac{e}{\varepsilon_0}\,\rho .$$

The running average only shifts and adds, so it commutes with $d/dz$, and $\bar{\bar v}''=(e/\varepsilon_0)\bar{\bar\rho}$. Let $z_1$ lie on the plateau in A and $z_2$ on the plateau in B. Both slopes vanish there, so

$$0=\bar{\bar v}'(z_2)-\bar{\bar v}'(z_1)=\frac{e}{\varepsilon_0}\int_{z_1}^{z_2}\bar{\bar\rho}\,dz .$$

Flat plateaus on both sides thus require zero net interface charge. Integrating by parts,

$$\Delta V=\int_{z_1}^{z_2}\bar{\bar v}'\,dz=\Big[z\,\bar{\bar v}'\Big]_{z_1}^{z_2}-\int_{z_1}^{z_2}z\,\bar{\bar v}''\,dz=-\frac{e}{\varepsilon_0}\int_{z_1}^{z_2}z\,\bar{\bar\rho}\,dz .$$

The bracket is zero because the slopes are. The lineup is set by the dipole per unit area of the averaged charge. Since the net charge vanishes, moving the origin of $z$ changes nothing.

**Q:** Check the sign with something I can picture.

**A:** Put a charge $+q$ per unit area on a plane in A and $-q$ on a plane in B, a distance $d$ further along $z$. The integral $\int z\rho\,dz$ is $-qd$, so the contribution to $\Delta V$ is $+eqd/\varepsilon_0$. An electron going from A to B moves away from the positive sheet and towards the negative one, so its energy rises.

**Q:** So $\Delta V$ is the dipole made by charge transfer at the interface?

**A:** That is one part of it. A model makes the other part visible. Build each crystal from identical neutral planes, symmetric about their centres, each with charge density $\rho_p(z)$. One plane gives a potential $u(z)$ with $u''=e\rho_p/\varepsilon_0$. Being neutral and symmetric, it has no net charge and no dipole, so $u$ can be taken to vanish on both sides. Integrating by parts twice, with vanishing end terms,

$$\int z^2u''\,dz=-2\int z\,u'\,dz=2\int u\,dz .$$

The mean over one cell collects the tails of all planes, which together make up one complete $u$. For crystal A,

$$m_A=\frac1a\int u\,dz=\frac{e}{2\varepsilon_0a}\int z^2\rho_p\,dz .$$

Let each plane be a positive Gaussian sheet of charge $Q$ per unit area and width (standard deviation) $s$, inside a negative one of charge $-Q$ and larger width $w$. The second moment is $Q(s^2-w^2)$, so

$$m_A=-\frac{eQ(w_A^2-s^2)}{2\varepsilon_0a},$$

and likewise for B with $w_B$ and $b$. The electron energy is lowered on average because the positive charge is the more compact. With the transferred charge included,

$$\Delta V=m_B-m_A+\frac{eqd}{\varepsilon_0}.$$

Even with $q=0$ the lineup is generally nonzero. It is not a measure of charge transfer alone.

**Q:** Put numbers in.

**A:** I take round parameters that stand for no particular material:

- periods $a=0.50$ nm and $b=0.60$ nm;
- $Q=1.00\ \mathrm{C/m^2}$ and $s=0.03$ nm in both crystals;
- $w_A=0.08$ nm and $w_B=0.10$ nm;
- $q=0.010\ \mathrm{C/m^2}$, spread over Gaussians of width 0.08 nm.

The planes sit at $-a/2,-3a/2,\dots$ and at $b/2,3b/2,\dots$, and the transferred charge sits on the two planes nearest the interface. Hence $d=(a+b)/2=0.55$ nm. The charge is prescribed and does not respond to the electrons, so this is not a self-consistent junction.

The transfer step is $eqd/\varepsilon_0=0.6212$ eV, from $qd=0.0055\ \mathrm{C\,m^{-2}\,nm}$. For the cell means, in the same unit,

$$\frac{Q(w_A^2-s^2)}{2a}=\frac{0.0064-0.0009}{1.00}=0.0055,$$

$$\frac{Q(w_B^2-s^2)}{2b}=\frac{0.0100-0.0009}{1.20}=0.007583 .$$

The first equals $qd$ through the choice of parameters, so $m_A=-0.6212$ eV. Scaling by $0.007583/0.0055$ gives $m_B=-0.8565$ eV. Therefore

$$\Delta V=-0.8565+0.6212+0.6212=0.3859\ \text{eV}.$$

**Q:** That uses your formula for the model. Does the averaged potential show the same thing?

**A:** Here is the potential on a grid of step 0.005 nm, with the windows applied by numerical integration. The table gives the peak-to-peak oscillation deep in each crystal.

| Windows applied | A (eV) | B (eV) |
|---|---:|---:|
| none | 2.248 | 3.145 |
| $a$ | 0.000 | 0.554 |
| $b$ | 0.320 | 0.000 |
| $a$ and $b$ | 0.000 | 0.000 |

After both windows the remainder is below $10^{-13}$ eV, the level of rounding in the arithmetic. After window $a$ alone, the fundamental in B keeps a fraction $\sin(\pi a/b)/(\pi a/b)=0.191$ of its amplitude. After window $b$ alone, the fundamental in A is multiplied by $-0.156$; the negative sign exchanges its crests and troughs.

The doubly averaged potential has plateaus at $-0.9318$ eV in A and $-0.5459$ eV in B. Their difference is 0.3859 eV. The common zero of these two values is arbitrary.

**Q:** How far from the interface must I go to see the plateaus?

**A:** The unfiltered potential departs from its periodic continuation by more than $10^{-6}$ eV out to 0.56 nm in A and 0.61 nm in B. Adding the half-width $(a+b)/2=0.55$ nm gives 1.11 nm and 1.16 nm, beyond which the average is flat to that accuracy. It is within 1 meV of the plateau sooner, beyond 0.74 nm in A and 0.79 nm in B.

**Q:** Now the band edges.

**A:** An electron with the free-electron mass moves along $z$ in this potential, and $W=0$. Motion in the plane is left out, so the bands and gaps below are those of the one-dimensional problem; free motion in the plane would add kinetic energy and fill the gap. I call the lowest band the valence band and the next one the conduction band. Their facing edges lie at the zone boundary, $k=\pi/a$ or $\pi/b$. Diagonalizing each bulk Hamiltonian in plane waves, with the mean potential set to zero, gives $\varepsilon_X$ directly.

| Edge above cell mean | A (eV) | B (eV) |
|---|---:|---:|
| valence | 0.9932 | 0.2924 |
| conduction | 1.9675 | 1.6699 |

The two offsets are

$$E_v^B-E_v^A=(0.2924-0.9932)+0.3859=-0.315\ \text{eV},$$

$$E_c^B-E_c^A=(1.6699-1.9675)+0.3859=0.088\ \text{eV}.$$

The valence offset is $-5.05\times10^{-20}$ J. Here the bulk term and the lineup have opposite signs, and neither alone approximates either offset well. The valence edge of B lies lower and its conduction edge higher, so the gap of A lies inside the gap of B.

**Q:** You still assume that an electron in the junction sees these local edges. Can they be found without any averaging?

**A:** Yes, from the eigenstates of the whole junction. In a region where the potential has period $p$, let $T$ shift a solution of the Schrödinger equation at energy $E$ by one period: $(T\psi)(z)=\psi(z+p)$. The result is again a solution at the same energy. There are two independent solutions, so $T$ acts as a $2\times2$ matrix. Its determinant is 1, because the Wronskian $\psi_1\psi_2'-\psi_1'\psi_2$ does not change with $z$. A $2\times2$ matrix obeys its own characteristic equation, here $T^2-tT+1=0$ with $t$ the trace. Multiplying by $T^{-1}$ and acting on $\psi$,

$$\psi(z+p)+\psi(z-p)=t(E)\,\psi(z).$$

For Bloch waves the eigenvalues of $T$ are $e^{\pm ikp}$, so $t=2\cos kp$. The edges at $k=\pi/p$ have $t=-2$. This relation also holds for a state that is decaying in the region, so every eigenstate with measurable amplitude there gives a value of $t(E)$.

I diagonalized the junction by finite differences, with 60 cells on each side between hard walls. The values of $t$ were read from the eigenstates a few cells from the interface, and a polynomial fit located $t=-2$. This gives local valence edges of 0.0613 eV in A and $-0.2536$ eV in B, on the energy scale of the plateaus. Their difference is $-0.315$ eV. The conduction offset found in this way is 0.088 eV. Neither the bulk edges nor the running average enters these numbers.

**Q:** And if I remove the charge transfer?

**A:** The same diagonalization with $q=0$ gives a valence offset of $-0.936$ eV. Restoring $q$ raises it by 0.621 eV, which is $eqd/\varepsilon_0$. The bulk crystals are unchanged, so the whole change belongs to the lineup.

**Q:** Is the split into two terms unique?

**A:** No. Any local reference energy that shifts with $C_X$ would serve. Take the value of $v$ at an atomic plane, and let $r_X$ be this value minus the cell mean (negative in the example, where the planes are the potential minima). The edge measured from it is $\varepsilon_X-r_X$, and the lineup of the new reference is $\Delta V+r_B-r_A$. In the sum, $r_A$ and $r_B$ cancel. In the example the bulk term becomes $-0.035$ eV and the lineup $-0.280$ eV, again adding to $-0.315$ eV. Even the sign of the lineup has changed. A lineup quoted without its reference has no definite meaning, and the two terms must use the same reference.

**Q:** You set the electric field to zero. What if the junction has one?

**A:** Because $K$ is even and normalized, a linear potential $fz$, with $f$ now a constant slope multiplying $z$, passes through the filter unchanged:

$$\int K(u)\,f\,(z+u)\,du=fz .$$

The plateaus become straight lines, and one extrapolates both to a common plane. If the slopes are $f_A$ and $f_B$, moving that plane by $\delta z$ changes the extracted lineup by $(f_B-f_A)\,\delta z$. With equal slopes the choice does not matter. Adding the same slope of 0.02 eV/nm throughout the example and extrapolating to $z=0$ again gives 0.3859 eV. With unequal slopes the position of the plane must be stated. The field must also be weak enough for a local band edge to keep its meaning.

**Q:** Where else can the decomposition mislead me?

**A:** It fails if a layer is too thin to contain a bulk-like region, since there is then no local bulk edge to align. It gives a wrong number if the bulk calculation uses a different strain from the junction, because both the band edge and the mean potential depend on strain. It needs amendment if $W$ deep in one crystal still depends on the other, for then $H-H_X$ is no longer just the electrostatic constant $C_X$. Even a uniform shift of $W$ would move the band edge without moving $M_X$.

There is also the quality of the mean-field energies. If the one-electron levels are poor estimates of the energies for adding or removing an electron, the bulk edges need corrections. Corrections fixed by the local bulk environment can be added to $\varepsilon_A$ and $\varepsilon_B$ separately. The lineup can be kept as it is only if the charge density that produced it is accurate enough.
